# Sondheimer oscillations of a metal film in a perpendicular magnetic field: test program

```python
"""Sondheimer oscillations of a metal film, field B along the film normal z.

Result under test: the in-plane conductivity of a film of thickness d
oscillates with phase 2 pi B / DB, DB = hbar a0 / (e d), where a0 is the
extremal value of a = |dA/dk_z| and A(k_z) is the Fermi-surface cross-section.
For a pair of interior extrema the amplitude falls as B^(-5/2); for a sphere
the pole (end point) acts instead and the amplitude falls as B^(-4).

Symbols: sigma_plus = sigma_xx + i sigma_yx, tau relaxation time,
w = 1/tau - i omega_c, p specular fraction of surface reflection.
Example surface: E = hbar^2 k_perp^2 / 2m - 2 t cos(k_z c).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_bvp, solve_ivp
from scipy.optimize import brentq, minimize_scalar

pi, hbar, e, kB = np.pi, sc.hbar, sc.e, sc.k


def panels(lo, hi, count, order=20):
    """Composite Gauss-Legendre nodes and weights."""
    x, g = np.polynomial.legendre.leggauss(order)
    edges = np.linspace(lo, hi, count + 1)
    half = 0.5 * (edges[1:] - edges[:-1])
    mid = 0.5 * (edges[1:] + edges[:-1])
    nodes = (mid[:, None] + half[:, None] * x).ravel()
    return nodes, (half[:, None] * g).ravel()


# ---- example parameters (SI) ----
kF, m, t, c = 9.5e9, 1.5 * sc.m_e, 0.010 * e, 0.6e-9
tau, d, B0, T = 25e-12, 0.5e-6, 10.0, 4.0
EF = (hbar * kF) ** 2 / (2 * m)
vmax = 2 * t * c / hbar
a0 = 4 * pi * m * t * c / hbar**2
DB = hbar * a0 / (e * d)

# ---- test: orbit geometry on a surface without axial symmetry (atomic units) ----


def energy_low(kx, ky, kz):
    return 0.5*kx**2 + 0.8*ky**2 + 0.6*kz**2 + 0.3*kx*kz + 0.1*kx**4


def radius_low(angle, kz, level):
    return brentq(lambda k: energy_low(k*np.cos(angle), k*np.sin(angle), kz)
                  - level, 0, 5, xtol=1e-13)


def area_low(kz, level):
    angles = np.arange(200) * 2 * pi / 200
    return 0.5 * sum(radius_low(q, kz, level)**2 for q in angles) * 2*pi/200


def orbit_rhs(angle, y, kz, field):
    kx, ky = y[0], y[1]
    vx = kx + 0.3*kz + 0.4*kx**3
    vy = 1.6 * ky
    vz = 1.2*kz + 0.3*kx
    kxdot, kydot = -field * vy, field * vx
    rate = (kx*kydot - ky*kxdot) / (kx**2 + ky**2)
    return [kxdot/rate, kydot/rate, vz/rate, 1/rate]


kz_low, field_low, step = 0.5, 2.0, 1e-3
turn = solve_ivp(orbit_rhs, [0, 2*pi],
                 [radius_low(0, kz_low, 1.0), 0, 0, 0],
                 args=(kz_low, field_low), rtol=1e-10, atol=1e-12).y[:, -1]
dA_dkz = (area_low(kz_low+step, 1.0) - area_low(kz_low-step, 1.0)) / (2*step)
dA_dE = (area_low(kz_low, 1+step) - area_low(kz_low, 1-step)) / (2*step)
assert abs(turn[2] + dA_dkz / field_low) < 1e-5 * abs(turn[2])
assert abs(turn[3] - dA_dE / field_low) < 1e-5 * turn[3]

# ---- test: film average from the boundary-value problem, unit d and v_z ----


def film_average(w, v, thick, p):
    E = np.exp(-w * thick / v)
    return (1 - v/(w*thick) * (1-p) * (1-E) / (1 - p*E)) / w


for p_test in (0.0, 0.3, 1.0):
    w_test = 0.7 - 6.0j
    sol = solve_bvp(
        lambda z, y: np.vstack([1 - w_test*y[0], -(1 - w_test*y[1])]),
        lambda ya, yb: np.array([ya[0] - p_test*ya[1], yb[1] - p_test*yb[0]]),
        np.linspace(0, 1, 60), np.ones((2, 60), dtype=complex),
        tol=1e-7, max_nodes=20000)
    assert sol.success
    z_nodes, z_weights = panels(0, 1, 10)
    numeric = (sol.sol(z_nodes) @ z_weights).mean()
    assert abs(numeric - film_average(w_test, 1, 1, p_test)) < 1e-5*abs(numeric)

# ---- film conductivity and its oscillating part for the example surface ----


def sigma_film(B, thick, p=0.0, count=100):
    theta, weight = panels(0, pi, count)
    B = np.atleast_1d(B)[:, None]
    w = 1/tau - 1j*e*B/m
    vperp2 = 2 * (EF + 2*t*np.cos(theta)) / m
    kernel = film_average(w, vmax*np.sin(theta), thick, p)
    return e**2/(4*pi**2*hbar**2) * 2*m/c * ((vperp2*kernel) @ weight)


def sigma_osc(B, thick, count=800):
    theta, weight = panels(0, pi, count)
    w = 1/tau - 1j*e*B/m
    vz = vmax*np.sin(theta)
    vperp2 = 2 * (EF + 2*t*np.cos(theta)) / m
    total = (vperp2 * vz * np.exp(-w*thick/vz)) @ weight
    return e**2/(4*pi**2*hbar**2*thick) * 2*m/c * total / w**2


# ---- test: brute sum over k space and past trajectories (eV, 1/nm) ----
c_nm, EF_eV, t_eV, hbar_eV = c*1e9, EF/e, t/e, hbar/e
h2m = hbar**2 / (2*m) / e * 1e18


def energy(kx, ky, kz):
    return h2m*(kx**2 + ky**2) - 2*t_eV*np.cos(kz*c_nm)


def sigma_brute(B, thick, width=0.02, h=1e-3):
    scale = 1e-9 / (2*h*hbar_eV)
    lo, hi = np.sqrt((EF_eV - 0.5)/h2m), np.sqrt((EF_eV + 0.5)/h2m)
    dk = (hi - lo) / 80
    K = (lo + dk*(np.arange(80) + 0.5))[:, None, None]
    P = (np.arange(8)*pi/4)[None, :, None]
    x, g = np.polynomial.legendre.leggauss(200)
    total = 0
    for theta, weight in zip(*panels(0, pi, 4)):
        kz = theta / c_nm
        vz = (energy(0, 0, kz+h) - energy(0, 0, kz-h)) * scale
        end = min(thick/vz, 20*tau)
        s, gs = 0.5*end*(x+1), 0.5*end*g
        ang = P - e*B/m*s
        kx, ky = K*np.cos(ang), K*np.sin(ang)
        vx_past = (energy(kx+h, ky, kz) - energy(kx-h, ky, kz)) * scale
        past = vx_past @ (gs * (1 - vz*s/thick) * np.exp(-s/tau))
        kx, ky = (K*np.cos(P))[..., 0], (K*np.sin(P))[..., 0]
        vx = (energy(kx+h, ky, kz) - energy(kx-h, ky, kz)) * scale
        vy = (energy(kx, ky+h, kz) - energy(kx, ky-h, kz)) * scale
        fermi = 1/(4*width*np.cosh((energy(kx, ky, kz)-EF_eV)/(2*width))**2)
        total += weight/c_nm * np.sum(K[..., 0]*fermi*(vx + 1j*vy)*past)
    return e**2 * 4/(2*pi)**3 * total * dk * pi/4 * 1e27 / e


brute, formula = sigma_brute(3.0, d), sigma_film(3.0, d)[0]
assert abs(brute - formula) < 5e-4 * formula.real

# ---- test: extremal slope of the cross-section found from the dispersion ----


def area_example(kz):
    return pi * brentq(lambda k: energy(k, 0, kz) - EF_eV, 1, 20, xtol=1e-13)**2


slopes = [abs(area_example(q+1e-3) - area_example(q-1e-3)) / 2e-3
          for q in np.linspace(0, pi/c_nm, 181)]
assert abs(max(slopes)*1e9 - a0) < 1e-5 * a0

# ---- test: period in B at two thicknesses; no single period in 1/B ----


def residual(B, thick):
    y = B**2 * sigma_film(B, thick).real
    y = y / y.mean()
    u = 100 / B**2
    return (y - np.polyval(np.polyfit(u, y, 2), u)) * np.sqrt(B)


def spectrum(x, y, freqs):
    """Share of the signal's power carried by one sinusoid of x."""
    amp = np.exp(-2j*pi*np.outer(freqs, x)) @ y
    return 2*np.abs(amp)**2 / (len(x) * np.sum(y**2))


found = {}
B_grid = np.linspace(8, 32, 600)
freqs_B = np.arange(0.1, 1.5, 0.0005)
for thick in (d, 1.4*d):
    share = spectrum(B_grid, residual(B_grid, thick), freqs_B)
    found[thick] = 1 / freqs_B[np.argmax(share)]
    assert abs(found[thick] * e * thick / (hbar*max(slopes)*1e9) - 1) < 0.01
    if thick == d:
        share_B = share.max()
inverse_grid = np.linspace(1/32, 1/8, 600)
share_inv = spectrum(inverse_grid, residual(1/inverse_grid, d),
                     np.arange(5.0, 1000.0, 1.0)).max()
assert share_B > 0.9 and share_inv < 0.5

# ---- test: stationary-phase formula for a pair of interior maxima ----


def interior_law(B, thick, area, slope, curvature, damping, hb, q):
    phase = 2*pi*q*B*thick/(hb*slope) + pi/4
    size = hb*area*slope**2 / (4*pi**4*thick*B**2)
    size *= np.sqrt(hb/(q*B*thick*curvature))
    return -size * np.exp(-damping + 1j*phase)


def law_example(B):
    return interior_law(B, d, pi*kF**2, a0, a0*c**2, d/(vmax*tau), hbar, e)


err_10 = abs(law_example(10.0)/sigma_osc(10.0, d) - 1)
err_40 = abs(law_example(40.0)/sigma_osc(40.0, d) - 1)
assert err_10 < 0.2 and 3 < err_10/err_40 < 5

# second surface, cyclotron mass varying with k_z (atomic units):
# E = k_perp^2 (1 - 0.3 cos k_z)/2 - 0.2 cos k_z at E = 1


def kperp2(k):
    return 2*(1 + 0.2*np.cos(k)) / (1 - 0.3*np.cos(k))


def vz_second(k):
    return np.sin(k) * (0.2 + 0.15*kperp2(k))


def slope_second(k, h=1e-4):
    return -pi*(kperp2(k+h) - kperp2(k-h)) / (2*h)


k0 = minimize_scalar(lambda k: -slope_second(k), bounds=(0.1, 3),
                     method="bounded", options={"xatol": 1e-9}).x
curv = abs(slope_second(k0+0.01) - 2*slope_second(k0)
           + slope_second(k0-0.01)) / 1e-4
tau2 = 2.0
kz2, wz2 = panels(0, pi, 3000)
errors = []
for B in (200.0, 800.0):
    inv_mass = 1 - 0.3*np.cos(kz2)
    w = 1/tau2 - 1j*B*inv_mass
    vz = vz_second(kz2)
    exact = 2/(4*pi**2) * np.sum(
        wz2 * kperp2(kz2)*inv_mass * vz * np.exp(-w/vz) / w**2)
    law = interior_law(B, 1.0, pi*kperp2(k0), slope_second(k0), curv,
                       1/(vz_second(k0)*tau2), 1.0, 1.0)
    errors.append(abs(law/exact - 1))
assert errors[0] < 0.05 and 3 < errors[0]/errors[1] < 5

# ---- test: sphere, pole contribution (k_F = m = d = 1, mean free path 2) ----
errors_sphere = []
for B in (400.0, 1600.0):
    u, wu = panels(1, 60, int(7.5*B))       # u = k_F / k_z
    w = 0.5 - 1j*B
    exact = np.sum(wu*(1 - u**-2)*u**-3*np.exp(-w*u)) / (2*pi**2*w**2)
    errors_sphere.append(abs(np.exp(-0.5 + 1j*B)/(pi**2*B**4)/exact - 1))
assert errors_sphere[0] < 0.05
assert 3 < errors_sphere[0]/errors_sphere[1] < 5

# ---- test: resistivity oscillation from the conductivity oscillation ----
osc = sigma_osc(B0, d)
full = sigma_film(B0, d, count=800)[0]
smooth = full - osc
rho_osc = 1/full - 1/smooth
assert abs(rho_osc / (-osc/smooth**2) - 1) < 0.02

# ---- sizes of neglected effects ----
omega = e*B0/m
Phi = 2*pi*B0/DB


def thermal(X):
    return X/np.sinh(X)


X_landau = 2*pi**2*kB*T/(hbar*omega)
landau = (2*np.sqrt(2/(pi*4*pi*t/(hbar*omega)))
          * thermal(X_landau) * np.exp(-pi/(omega*tau)))
standing_gap = pi*hbar*vmax/d
orbit_angle = (np.arange(6000) + 0.5)*2*pi/6000
face = np.floor(orbit_angle/(pi/3))*pi/3 + pi/6
v1, v5 = [abs(np.mean(np.exp(1j*face - 1j*n*orbit_angle))) for n in (1, -5)]
hexagon = (v5/v1)**2 / 5**2.5
lattice = 0.28e-9
k_gap = 2*(2*pi/(np.sqrt(3)*lattice) - kF)
breakdown = k_gap**2 * hbar/(e*B0)


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Fermi radius k_F", kF*1e-9, "1/nm")
show("in-plane mass", m/sc.m_e, "electron masses")
show("interlayer hopping t", t/e*1e3, "meV")
show("layer spacing c", c*1e9, "nm")
show("relaxation time", tau*1e12, "ps")
show("film thickness d", d*1e6, "um")
show("field B", B0, "T")
show("temperature", T, "K")
show("Fermi energy (in-plane)", EF/e, "eV")
show("in-plane mean free path", hbar*kF/m*tau*1e6, "um")
show("largest v_z", vmax*1e-3, "km/s")
show("largest v_z times tau", vmax*tau*1e6, "um")
show("extremal |dA/dk_z|", a0*1e-9, "1/nm")
show("period from formula", DB, "T")
show("period from spectrum, thickness d", found[d], "T")
show("period from spectrum, thickness 1.4 d", found[1.4*d], "T")
show("period from formula, thickness 1.4 d", DB/1.4, "T")
show("power share of one sinusoid in B", share_B, "", ".3f")
show("power share of one sinusoid in 1/B", share_inv, "", ".3f")
show("omega_c tau at B", omega*tau)
show("turns during fastest transit at B", B0/DB)
show("damping factor exp(-d/(v_z tau))", np.exp(-d/(vmax*tau)))
show("smooth sigma_xx at B", smooth.real*1e-6, "MS/m")
show("oscillation amplitude, quadrature", abs(osc)*1e-6, "MS/m")
show("oscillation amplitude, formula", abs(law_example(B0))*1e-6, "MS/m")
show("amplitude / smooth sigma_xx", 100*abs(osc)/smooth.real, "%", ".3g")
show("amplitude at 2B, quadrature", abs(sigma_osc(2*B0, d))*1e-6, "MS/m")
show("complex relative error of formula at 10 T", err_10, "", ".3g")
show("complex relative error of formula at 40 T", err_40, "", ".3g")
show("smooth rho_xx at B", (1/smooth).real*1e11, "nOhm cm")
show("resistivity oscillation amplitude", abs(rho_osc)*1e11, "nOhm cm")
show("period for a sphere of same k_F and d", 2*pi*hbar*kF/(e*d), "T")
show("sphere law error at phase 400 rad", errors_sphere[0], "", ".3g")
show("sphere law error at phase 1600 rad", errors_sphere[1], "", ".3g")
show("amplitude factor if p = 0.3", (1 - 0.3)**2)
show("factor for 1 % rms thickness spread", np.exp(-(0.01*Phi)**2/2))
show("thermal factor if mass varies over E_F", thermal(pi*kB*T*Phi/EF), "", ".6f")
show("Landau level spacing", hbar*omega/e*1e3, "meV")
show("relative Landau oscillation of state density", landau, "", ".2g")
show("standing-wave level spacing", standing_gap/e*1e3, "meV")
show("its thermal factor", thermal(2*pi**2*kB*T/standing_gap), "", ".1e")
show("fifth harmonic / first, hexagonal orbit", hexagon, "", ".2g")
show("rough lattice constant for breakdown", lattice*1e9, "nm")
show("breakdown exponent, order of magnitude", breakdown, "", ".1e")
print("no test failed")
```

Printed output:

```
Fermi radius k_F: 9.5 1/nm
in-plane mass: 1.5 electron masses
interlayer hopping t: 10 meV
layer spacing c: 0.6 nm
relaxation time: 25 ps
film thickness d: 0.5 um
field B: 10 T
temperature: 4 K
Fermi energy (in-plane): 2.292 eV
in-plane mean free path: 18.33 um
largest v_z: 18.23 km/s
largest v_z times tau: 0.4558 um
extremal |dA/dk_z|: 1.484 1/nm
period from formula: 1.954 T
period from spectrum, thickness d: 1.951 T
period from spectrum, thickness 1.4 d: 1.395 T
period from formula, thickness 1.4 d: 1.396 T
power share of one sinusoid in B: 0.987
power share of one sinusoid in 1/B: 0.161
omega_c tau at B: 29.31
turns during fastest transit at B: 5.118
damping factor exp(-d/(v_z tau)): 0.3339
smooth sigma_xx at B: 20.64 MS/m
oscillation amplitude, quadrature: 0.5577 MS/m
oscillation amplitude, formula: 0.5603 MS/m
amplitude / smooth sigma_xx: 2.7 %
amplitude at 2B, quadrature: 0.09893 MS/m
complex relative error of formula at 10 T: 0.12
complex relative error of formula at 40 T: 0.0301
smooth rho_xx at B: 14.06 nOhm cm
resistivity oscillation amplitude: 0.3805 nOhm cm
period for a sphere of same k_F and d: 78.58 T
sphere law error at phase 400 rad: 0.0275
sphere law error at phase 1600 rad: 0.00687
amplitude factor if p = 0.3: 0.49
factor for 1 % rms thickness spread: 0.9496
thermal factor if mass varies over E_F: 0.999962
Landau level spacing: 0.7718 meV
relative Landau oscillation of state density: 0.00029
standing-wave level spacing: 0.0754 meV
its thermal factor: 1.2e-37
fifth harmonic / first, hexagonal orbit: 0.00072
rough lattice constant for breakdown: 0.28 nm
breakdown exponent, order of magnitude: 3.1e+03
no test failed
```
